\section*{Exponential and Gaussian trial functions for the Landau-Pekar polaron}

\section*{Question}

I am working on the large polaron: one electron in an ionic crystal, trapped by the polarisation it creates. In atomic units, with the band mass $m$ in electron masses, I was given the Landau-Pekar functional
\begin{equation}
E[\psi]=\frac{1}{2m}\int|\nabla\psi|^2\,d^3r-\frac{1}{2\kappa}\iint\frac{|\psi(\mathbf r)|^2|\psi(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',
\qquad \frac1\kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}.
\label{eq:functional}
\end{equation}
The exercise asks me to minimise it with an exponential, which should give $-25m/(512\kappa^2)$ hartree, and with a Gaussian, which should give $-\alpha^2\hbar\omega/(3\pi)$, where $\alpha$ is the Fröhlich coupling constant and $\omega$ the phonon frequency.

I have two problems. First, I reasoned that the electron sits in the potential of its own polarisation, so I dropped the $1/2$ in front of the double integral. The exponential then gave me $-25m/(128\kappa^2)$, four times too much. Why is the $1/2$ there? Second, one answer contains $m$ and $\kappa$ and the other $\alpha$ and $\omega$, so I cannot tell which trial function is better, or why.

\section*{Answer}

\subsection*{Where the factor 1/2 comes from}

Write $\rho=|\psi|^2$, with $\int\rho\,d^3r=1$, and call the double integral $D$. Assume that the lattice is slow, so that it responds to the average cloud $\rho$ and not to the momentary position of the electron. Assume also that the cloud is large compared with the lattice spacing, so that the crystal acts as a continuum with dielectric constants.

If everything in the crystal responds, the cloud gives another electron at $\mathbf r$ the potential energy $\varepsilon_0^{-1}\int\rho(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. If the ions are held fixed, $\varepsilon_0$ is replaced by $\varepsilon_\infty$. The difference is the part due to the ions. It equals $-\phi(\mathbf r)$, with
\begin{equation}
\phi(\mathbf r)=\frac1\kappa\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .
\label{eq:phi}
\end{equation}
The response at fixed ions is already contained in the band energy, from which $E$ is counted. The bare Coulomb repulsion of the cloud with itself does not appear, because there is one electron and it does not repel itself.

The electron's energy in the ionic potential is $-\int\rho\phi\,d^3r=-D/\kappa$. This is the term you used. But displacing the ions costs elastic and electrostatic energy, and that has to be paid too. Let the ions be displaced by a fraction $s$ of their equilibrium response. For a linear medium the interaction is proportional to $s$ and the stored energy to $s^2$:
\begin{equation}
E_{\rm lat}(s)=-\frac{D}{\kappa}\,s+C s^2 .
\end{equation}
Equilibrium is at $s=1$ by definition, so $-D/\kappa+2C=0$ and $C=D/(2\kappa)$. The sum at $s=1$ is
\begin{equation}
-\frac D\kappa+\frac D{2\kappa}=-\frac D{2\kappa}.
\end{equation}
Half of the electron's gain is spent on polarising the lattice. That is the $1/2$ in \eqref{eq:functional}.

\subsection*{What any trial function of fixed shape must give}

Take a fixed shape and stretch it to a width $L$, $\psi(\mathbf r)=L^{-3/2}f(\mathbf r/L)$. Two derivatives make the kinetic energy $T$ scale as $1/L^2$, and the factor $1/|\mathbf r-\mathbf r'|$ makes the interaction term $V=-D/(2\kappa)$ scale as $1/L$. So
\begin{equation}
E(L)=\frac{A}{L^2}-\frac{B}{L},\qquad A,B>0 .
\end{equation}
Setting $dE/dL=-2A/L^3+B/L^2$ to zero gives
\begin{equation}
L=\frac{2A}{B},\qquad T=\frac{B^2}{4A},\qquad V=-\frac{B^2}{2A},\qquad E=-\frac{B^2}{4A}.
\label{eq:scaling}
\end{equation}
The second derivative there is $6A/L^4-2B/L^3=(6A-2BL)/L^4=2A/L^4>0$, so this is a minimum. At the best width $T=-E$ and $V=2E$, which is a useful check on the algebra.

This also explains your factor of four. Dropping the $1/2$ doubles $B$, and $E$ contains $B^2$.

\subsection*{The exponential}

Let $\psi=Ne^{-\beta r}$. With $\int_0^\infty r^2e^{-2\beta r}dr=2/(2\beta)^3$, normalisation requires
\begin{equation}
4\pi N^2\,\frac{2}{8\beta^3}=\frac{\pi N^2}{\beta^3}=1,\qquad N^2=\frac{\beta^3}{\pi}.
\end{equation}
The gradient has magnitude $\beta\psi$, so $T=\beta^2/(2m)$.

For $D$, use the shell theorem: a spherical shell acts on points outside it as if its charge were at the centre. Let $Q(r)$ be the charge inside radius $r$. In each pair of points one is farther out than the other. Counting the pairs in which $\mathbf r$ is the outer point gives half of $D$, and therefore
\begin{equation}
D=2\int_0^\infty 4\pi r^2\rho(r)\,\frac{Q(r)}{r}\,dr .
\end{equation}
Set $t=2\beta r$. The charge in a shell is
\begin{equation}
4\pi r^2\rho\,dr=4\beta^3r^2e^{-2\beta r}dr=\tfrac12t^2e^{-t}dt .
\end{equation}
Since $\int t^2e^{-t}dt=-(t^2+2t+2)e^{-t}$, the enclosed charge is
\begin{equation}
Q=\tfrac12\left[2-(t^2+2t+2)e^{-t}\right]=1-\left(1+t+\tfrac12t^2\right)e^{-t}.
\end{equation}
With $1/r=2\beta/t$,
\begin{align}
D&=2\int_0^\infty\frac{t^2e^{-t}}{2}\,\frac{2\beta}{t}\,Q\,dt
=2\beta\int_0^\infty te^{-t}\left[1-\left(1+t+\tfrac12t^2\right)e^{-t}\right]dt\nonumber\\
&=2\beta\left[1-\int_0^\infty\left(t+t^2+\tfrac12t^3\right)e^{-2t}dt\right].
\end{align}
The remaining integrals follow from $\int_0^\infty t^ne^{-2t}dt=n!/2^{n+1}$:
\begin{equation}
D=2\beta\left[1-\frac14-\frac14-\frac3{16}\right]=2\beta\cdot\frac5{16}=\frac{5\beta}{8}.
\end{equation}
The energy is therefore
\begin{equation}
E(\beta)=\frac{\beta^2}{2m}-\frac{1}{2\kappa}\,\frac{5\beta}{8}=\frac{\beta^2}{2m}-\frac{5\beta}{16\kappa}.
\end{equation}
From $dE/d\beta=\beta/m-5/(16\kappa)=0$ we get $\beta=5m/(16\kappa)$, and
\begin{equation}
E_{\rm exp}=\frac{25m}{512\kappa^2}-\frac{25m}{256\kappa^2}=-\frac{25}{512}\,\frac{m}{\kappa^2}\ \text{hartree}.
\label{eq:eexp}
\end{equation}
The two terms are in the ratio $1:-2$, as \eqref{eq:scaling} requires.

\subsection*{The Gaussian}

Let $\psi=(\pi a^2)^{-3/4}e^{-r^2/(2a^2)}$, so that $\rho=(\pi a^2)^{-3/2}e^{-r^2/a^2}$. This is a normalised Gaussian density with variance $a^2/2$ along each axis, hence $\langle r^2\rangle=3a^2/2$. The gradient is $\nabla\psi=-(\mathbf r/a^2)\psi$, and
\begin{equation}
T=\frac1{2m}\,\frac{\langle r^2\rangle}{a^4}=\frac{3}{4ma^2}.
\end{equation}

The integral $D$ is the average of $1/|\mathbf r-\mathbf r'|$ for two points drawn independently from $\rho$. The difference $\mathbf s=\mathbf r-\mathbf r'$ of two independent Gaussian variables is Gaussian, and the variances add to $a^2/2+a^2/2=a^2$ per axis. So
\begin{equation}
D=\int_0^\infty\frac{4\pi s^2}{s}\,\frac{e^{-s^2/(2a^2)}}{(2\pi a^2)^{3/2}}\,ds
=\frac{4\pi a^2}{(2\pi a^2)^{3/2}}=\sqrt{\frac2\pi}\,\frac1a ,
\end{equation}
where $\int_0^\infty se^{-s^2/(2a^2)}ds=a^2$. Since $\tfrac12\sqrt{2/\pi}=1/\sqrt{2\pi}$,
\begin{equation}
E(a)=\frac{3}{4ma^2}-\frac{1}{\sqrt{2\pi}\,\kappa a}.
\end{equation}
This has the form treated above, with $A=3/(4m)$ and $B=1/(\sqrt{2\pi}\,\kappa)$. Equation \eqref{eq:scaling} gives
\begin{equation}
a=\frac{2A}{B}=\frac{3\sqrt{2\pi}\,\kappa}{2m},\qquad
E_{\rm G}=-\frac{B^2}{4A}=-\frac{1}{2\pi\kappa^2}\,\frac m3=-\frac{m}{6\pi\kappa^2}\ \text{hartree}.
\label{eq:egauss}
\end{equation}

\subsection*{Common units}

The Fröhlich constant is, in SI form and then in atomic units,
\begin{equation}
\alpha=\frac{e^2}{4\pi\epsilon_0\hbar}\,\frac1\kappa\sqrt{\frac{m\,m_e}{2\hbar\omega}}
\quad\longrightarrow\quad
\alpha=\frac1\kappa\sqrt{\frac{m}{2\omega}} ,
\end{equation}
where $\epsilon_0$ in the first form is the vacuum permittivity and $m_e$ the electron mass. In atomic units $\hbar\omega$ is the number $\omega$ in hartree. Squaring and multiplying by $\omega$,
\begin{equation}
\alpha^2\omega=\frac{m}{2\kappa^2},\qquad\text{or}\qquad \frac m{\kappa^2}=2\alpha^2\omega .
\label{eq:units}
\end{equation}
The phonon frequency cancels from $\alpha^2\hbar\omega$. It has to, because \eqref{eq:functional} contains static polarisation and no lattice dynamics. Inserting \eqref{eq:units} into \eqref{eq:eexp} and \eqref{eq:egauss},
\begin{align}
E_{\rm exp}&=-\frac{25}{512}\,\frac m{\kappa^2}=-\frac{25}{256}\,\alpha^2\hbar\omega=-0.0977\,\alpha^2\hbar\omega,\\
E_{\rm G}&=-\frac1{6\pi}\,\frac m{\kappa^2}=-\frac{1}{3\pi}\,\alpha^2\hbar\omega=-0.1061\,\alpha^2\hbar\omega .
\end{align}
Their ratio does not depend on the material:
\begin{equation}
\frac{E_{\rm G}}{E_{\rm exp}}=\frac{512}{25\cdot6\pi}=\frac{256}{75\pi}=1.0865 .
\end{equation}
Each trial energy is an upper bound to the minimum of the functional, so the lower one is closer to it. The Gaussian wins by 8.65\% of the exponential's energy.

\subsection*{Why the Gaussian is better}

An exponential is the right answer for hydrogen, so its defeat here needs a reason. Vary $\psi$ (taken real) in \eqref{eq:functional}, with a multiplier $\epsilon$ for the normalisation. The kinetic term changes by $2\int\delta\psi\,(-\nabla^2\psi/2m)\,d^3r$. In $D$ either of the two densities can vary, so $\delta D=2\int\delta\rho\,\kappa\phi\,d^3r$ with $\delta\rho=2\psi\,\delta\psi$, and $-\delta D/(2\kappa)=-2\int\delta\psi\,\phi\psi\,d^3r$. The condition for a minimum is
\begin{equation}
-\frac1{2m}\nabla^2\psi-\phi\,\psi=\epsilon\,\psi .
\label{eq:euler}
\end{equation}
So the electron does move in the full potential $-\phi$, as you reasoned. But $\epsilon=T-D/\kappa=T+2V$ is not the total energy. With $T=-E$ and $V=2E$ it equals $3E$, because it leaves out the cost of polarising the lattice.

Now look at the centre. For a spherical function $\nabla^2\psi=\psi''+2\psi'/r$. The exponential has $\psi'=-\beta\psi$ at the origin, so its Laplacian diverges as $-2\beta\psi/r$. In hydrogen the nuclear potential $-1/r$ cancels this divergence. Here there is no point charge: $\phi(0)=\kappa^{-1}\int\rho/r\,d^3r$ is finite for a smooth cloud. Equation \eqref{eq:euler} then requires $\psi'(0)=0$. The Gaussian satisfies this and the exponential does not.

Far away the situation is reversed. There $\phi$ falls to zero while $\epsilon$ is negative, so the solution decays essentially as an exponential, and a Gaussian decays too fast. To see how much the cusp matters, keep an exponentially decaying form and remove the cusp with
\begin{equation}
\psi\propto\left(1+\frac rL\right)e^{-r/L}=\left(1-\frac{r^2}{2L^2}+\dots\right),
\end{equation}
which has no linear term. Its energy, minimised numerically over $L$, can be set beside a numerical solution of \eqref{eq:euler}:

\begin{center}
\begin{tabular}{lcc}
 & $E/(\alpha^2\hbar\omega)$ & shortfall \\
exponential & $-0.0977$ & 10.0\% \\
Gaussian & $-0.1061$ & 2.2\% \\
$(1+r/L)e^{-r/L}$ & $-0.1070$ & 1.4\% \\
numerical minimum & $-0.1085$ & --
\end{tabular}
\end{center}

The shortfall is relative to the numerical minimum. The cusp-free function takes it from 10.0\% to 1.4\%. The cusp is a sign of the fault, not its whole cost: rounding off only the very tip of the exponential would hardly change its energy. The best exponential is wrong in both regions. Its logarithmic slope is $-\beta=-0.31\,m/\kappa$ everywhere, while that of the numerical solution starts at zero, passes $-\beta$ near $r=3.7\,\kappa/m$ and tends to $-\sqrt{-2m\epsilon}=-0.57\,m/\kappa$. So the exponential is too steep inside that radius and decays too slowly outside it. Joining the exact inner part to the exponential tail at that radius leaves a shortfall of 4.5\%, and joining the exponential inner part to the exact tail leaves 5.1\%, so the two faults cost about the same. The cusp-free function changes both the inner region and the tail. With $x=r/L$, the derivative of $(1+x)e^{-x}$ is $-xe^{-x}$, and $\int_0^\infty x^4e^{-2x}dx=3/4$, $\int_0^\infty x^2(1+x)^2e^{-2x}dx=7/4$, so $T=3/(14mL^2)$. Setting $T=-E=0.0535\,m/\kappa^2$ gives $L\approx2.0\,\kappa/m$, against $1/\beta=3.2\,\kappa/m$ for the plain exponential, and the function also carries an extra factor $r$ at large distance. The Gaussian's remaining 2.2\% is not due to its tail alone. Its logarithmic slope crosses the exact one near $r=5.7\,\kappa/m$. Replacing only the part outside that radius by the exact solution leaves 0.8\%, and replacing only the part inside leaves 0.9\%.

\subsection*{Numbers for one set of parameters}

Take round model values, not those of a particular crystal: $m=1$, $\varepsilon_\infty=2.5$, $\varepsilon_0=10$ and $\hbar\omega=10$~meV. Then
\begin{equation}
\frac1\kappa=\frac1{2.5}-\frac1{10}=0.3,\qquad \frac m{\kappa^2}=0.09 ,
\end{equation}
and the definition of the coupling constant gives $\alpha=11.07$, $\alpha^2=122.45$. The best widths are
\begin{equation}
\beta=\frac{5\times0.3}{16}=0.0938\ \text{bohr}^{-1},\qquad
a=\frac{3\sqrt{2\pi}}{2\times0.3}=12.53\ \text{bohr}.
\end{equation}
The energies in hartree are
\begin{align}
E_{\rm exp}&=-0.048828\times0.09=-0.004395,\\
E_{\rm G}&=-0.053052\times0.09=-0.004775 ,
\end{align}
or $-119.6$ and $-129.9$~meV. The second route gives the same values: $-0.097656\times122.45=-11.96$ and $-0.106103\times122.45=-12.99$ in units of $\hbar\omega$, which is 10~meV. The numerical minimum of the functional is $-132.9$~meV. For the Gaussian, $T=0.004775$ and $V=-0.009549$ hartree, so $T=-E$ and $V=2E$ hold up to rounding in the last digit.

\subsection*{When the functional itself can be trusted}

A better trial function brings you closer to the minimum of \eqref{eq:functional}. It does not repair the assumptions behind \eqref{eq:functional}, and the example lets you check both of them.

\emph{Slow lattice.} The electron must move much faster than the ions. Its kinetic energy sets its own frequency scale, so the condition is $T\gg\hbar\omega$. With $T=-E_{\rm G}$ this reads $\alpha^2/(3\pi)\gg1$, the strong-coupling regime. Here $T/\hbar\omega$ is about 13, large enough for a rough estimate. That is a consequence of the chosen parameters. With values closer to those of an alkali halide, say $m=0.43$, $\varepsilon_\infty=2.2$, $\varepsilon_0=4.8$ and $\hbar\omega=26$~meV, one finds $\alpha\approx3.7$ and $T/\hbar\omega$ below 2, and the condition is not met. For small $\alpha$ the condition fails: the ions then follow the electron's motion, and the $\alpha^2$ law should not be used. Even at strong coupling, the functional omits the change in the zero-point energy of the lattice, whose natural scale is $\hbar\omega$. In this example the omission is sizeable. Feynman's variational upper bound for the Fröhlich model at $\alpha=11.07$ is $-15.9\,\hbar\omega$, while the minimum of the functional is $-13.3\,\hbar\omega$, so at least $2.6\,\hbar\omega$, or 16\%, is missing. The two trial energies differ by about one $\hbar\omega$, so the choice between them matters less than what the model leaves out.

\emph{Continuum.} The cloud must extend over many lattice spacings. For the exponential, $\langle r^2\rangle=\int_0^\infty\tfrac12t^4e^{-t}dt/(4\beta^2)=3/\beta^2$, so the root-mean-square radius is $\sqrt3/\beta=18.5$~bohr. For the Gaussian it is $a\sqrt{3/2}=15.3$~bohr. Lattice spacings are very roughly 5 to 10~bohr, so the continuum picture is usable here but not comfortable. Both radii scale as $\kappa/m$. A heavier electron or a stronger ionic response lowers the energy and shrinks the cloud, until the dielectric constants and the effective mass lose their meaning on its scale. In the opposite limit, $\varepsilon_0\to\varepsilon_\infty$, the ionic response $1/\kappa$ goes to zero, and the functional gives a radius that grows without bound and a binding energy that vanishes. But $\alpha$ is proportional to $1/\kappa$ and goes to zero as well, so the slow-lattice condition fails on the way and the functional no longer describes the polaron there.

The numerical check checks both closed forms by minimising numerically over the width, with $D$ computed in Fourier space instead of by the two arguments used above.

\section*{Table of computed values}
\begin{verbatim}
Energy coefficients, unit mass/kappa^2 hartree:
  exponential                  -0.048828
  Gaussian                     -0.053052
  (1+r/L)exp(-r/L)             -0.053512
  numerical minimum            -0.05426
Energy coefficients, unit alpha^2 hbar omega:
  exponential                  -0.097656
  Gaussian                     -0.106103
  (1+r/L)exp(-r/L)             -0.107023
  numerical minimum            -0.1085
Ratio Gaussian/exponential     1.0865
Shortfall from numerical minimum, percent:
  exponential                  10.0
  Gaussian                     2.2
  (1+r/L)exp(-r/L)             1.4
Worked example, inputs:
  mass (electron masses)       1.0
  eps_inf                      2.5
  eps_static                   10.0
  phonon energy (meV)          10.0
  1/kappa                      0.3000
  kappa                        3.3333
  alpha                        11.066
  alpha^2                      122.45
  beta (1/bohr)                0.09375
  Gaussian width a (bohr)      12.533
Worked example, exponential:
  rms radius (bohr)            18.48
  kinetic energy (hartree)     0.004395
  interaction energy (hartree) -0.008789
  total energy (hartree)       -0.004395
  total energy (meV)           -119.58
  total energy (hbar omega)    -11.958
  kinetic energy/(hbar omega)  11.96
Worked example, gaussian:
  rms radius (bohr)            15.35
  kinetic energy (hartree)     0.004775
  interaction energy (hartree) -0.009549
  total energy (hartree)       -0.004775
  total energy (meV)           -129.92
  total energy (hbar omega)    -12.992
  kinetic energy/(hbar omega)  12.99
Numerical minimum, example (meV) -132.9
\end{verbatim}
